# How nanotube diameter sets thermionic current through midgap contacts

**Question.** Two semiconducting carbon nanotubes, 1.5 nm and 1.0 nm in diameter, have metal contacts whose Fermi level sits at the middle of the tube's band gap. The gap is inversely proportional to the diameter. At room temperature and equal bias, how many times larger is the thermionic current in the wider tube, and how does this ratio scale with diameter and temperature?

**Answer.** The wider tube carries more current by a factor of order \(10^2\), about 170 in the simplest model. The logarithm of the ratio is proportional to the difference of the inverse diameters and to \(1/T\). The derivation also shows which corrections matter.

## The gap and the barrier

Let \(a\) be the carbon bond length and \(\gamma\) the nearest-neighbour hopping energy. In graphene the two sublattices are coupled by \(-\gamma\sum_j e^{i\mathbf k\cdot\boldsymbol\delta_j}\), with bond vectors \(\boldsymbol\delta_1=a(0,1)\) and \(\boldsymbol\delta_{2,3}=a(\pm\sqrt3/2,-1/2)\). The band energies are plus and minus the modulus of this sum. At the corner point \(\mathbf K=(4\pi/(3\sqrt3a),0)\) the three phase factors are \(1,\omega,\omega^*\), with \(\omega=e^{2\pi i/3}\), and they add to zero. For \(\mathbf k=\mathbf K+\mathbf q\), the first-order part of the sum is

\[
ia\left[q_y-\tfrac12q_y(\omega+\omega^*)+\tfrac{\sqrt3}{2}q_x(\omega-\omega^*)\right]
=\tfrac{3}{2}ia\,(q_y+iq_x),
\]

because \(\omega+\omega^*=-1\) and \(\omega-\omega^*=i\sqrt3\). Hence \(E=\pm\hbar v|\mathbf q|\) with \(\hbar v=3a\gamma/2\).

Rolling the sheet makes the wave periodic round the circumference \(\pi d\), so \(\mathbf k\cdot\mathbf C=2\pi m\) for the circumference vector \(\mathbf C\) and integer \(m\). For any lattice vector, \(\mathbf K\cdot\mathbf C=2\pi\nu/3\) with integer \(\nu\). If \(\nu\) is a multiple of 3, a line passes through \(\mathbf K\) and this model gives a metal. Otherwise the nearest line misses \(\mathbf K\) by a phase \(2\pi/3\), that is, by \(|q_\perp|=(2\pi/3)/(\pi d)=2/(3d)\). With \(k\) the wave number along the tube, measured from the band edge,

\[
E(k)=\sqrt{\Delta^2+(\hbar vk)^2},\qquad
\Delta=\frac{3a\gamma}{2}\,\frac{2}{3d}=\frac{a\gamma}{d}.
\]

The gap is \(E_g=2\Delta\). With the Fermi level at midgap, electrons and holes both face the barrier \(\Delta\), half the gap.

## The current

Take the source Fermi level as zero energy. Assume ballistic transport, full transmission above the barrier and none below it. There are four equivalent channels, two spins times two valleys. Each has \(dk/2\pi\) states per unit length, moving at \(v_k=(1/\hbar)\,dE/dk\). One contact therefore injects the electron current

\[
I_+=4e\int_0^\infty\frac{dk}{2\pi}\,\frac1\hbar\frac{dE}{dk}\,f(E)
=\frac{4e}{h}\int_\Delta^\infty f(E)\,dE
\approx\frac{4e\,kT}{h}\,e^{-\Delta/kT}.
\]

Here \(kT\) is the thermal energy, and the last step replaces the Fermi function \(f\) by \(e^{-E/kT}\), valid for \(\Delta\gg kT\). The velocity has cancelled the density of states, so neither effective mass nor diameter remains in the prefactor.

Now apply a bias \(V\) that puts the drain Fermi level at \(-eV\), with a monotone potential between the contacts and \(eV<E_g\). Electrons must pass the conduction edge at the source, \(E>\Delta\). The drain fills these states with probability \(e^{-(E+eV)/kT}\), so the net electron current is \(I_+(1-e^{-eV/kT})\). Holes enter at the drain, where the valence edge is at \(-eV-\Delta\). Their barrier from the drain Fermi level is again \(\Delta\), and they contribute the same amount. Thus

\[
I=\frac{8e\,kT}{h}\,e^{-\Delta/kT}\left(1-e^{-eV/kT}\right).
\]

At equal \(T\) and \(V\), all factors except the exponential of the barrier cancel:

\[
R=\frac{I(d_w)}{I(d_n)}
=\exp\left[\frac{a\gamma}{kT}\left(\frac1{d_n}-\frac1{d_w}\right)\right],
\]

where \(w\) and \(n\) denote the wide and the narrow tube.

## The numbers

Take the rough typical values \(a=0.142\) nm and \(\gamma=2.8\) eV, with \(T=300\) K, \(V=0.1\) V and a channel 100 nm long. Then \(E_g=0.795\ \text{eV nm}/d\), and the barriers are 0.265 eV for the wide tube and 0.398 eV for the narrow one. With \(kT=0.02585\) eV,

\[
\ln R=\frac{0.3976-0.2651}{0.02585}\approx5.13,\qquad R\approx168 .
\]

The prefactor \(4e\,kT/h\) is 4.0 µA. Multiplying by the Boltzmann factors \(3.5\times10^{-5}\) and \(2.1\times10^{-7}\) gives 141 pA and 0.84 pA per contact and carrier type. Doubling for holes and applying the bias factor 0.979 gives totals of 277 pA and 1.6 pA. Using the whole gap as the barrier would square the ratio, to about \(2.8\times10^4\).

## How the ratio scales

For a small change of diameter, \(d\ln I/dd=a\gamma/(kT\,d^2)\): narrow tubes are the more sensitive. If the 1.0 nm tube is really 1.05 nm wide, \(R\) falls from 168 to 81.

Since \(\ln R\propto1/T\) at fixed gaps, \(R\) is 470 at 250 K, 81 at 350 K and 47 at 400 K. The value 81 appears twice because both changes happen to multiply \(\ln R\) by \(6/7\).

A Fermi level displaced from midgap by the same energy \(\delta\) in both tubes gives barriers \(\Delta-\delta\) and \(\Delta+\delta\) for the two carriers. The sum of their currents is multiplied by

\[
\tfrac12\left(e^{\delta/kT}+e^{-\delta/kT}\right)=\cosh(\delta/kT),
\]

which cancels in \(R\) while both barriers remain much larger than \(kT\). For \(\delta=0.1\) eV the wide tube's current rises 24-fold, but \(R\) stays at 168.

## Corrections to the gap

The gap law is the leading term for large diameter. Tight-binding Hamiltonians built atom by atom, with the same hopping energy \(\gamma\) on every bond, give gaps of 0.762 eV for the (13,0) tube (1.018 nm) and 0.526 eV for the (19,0) tube (1.488 nm). Summing velocity times occupation over their states reproduces \(I_+\), evaluated with these gaps, to within 0.1%. Their current ratio is 97, against 118 from the gap law at the same diameters. The product \(E_gd\) lies below the law for these two tubes and above it for (14,0) and (20,0). Applying such deviations at 1.0 and 1.5 nm spreads \(R\) from 100 to 274. This still omits curvature, which tilts the orbitals and mixes them with the in-plane bonds. Four-orbital tight-binding estimates shift the gaps further in the same directions. Near 1 nm the largest shift is 0.06 or 0.09 eV for two common parameter sets, and the spread widens to roughly 20 to 700 or 10 to 1400. These figures keep the hoppings fixed. Scaling them as the inverse square of the bond lengths shortened by rolling lowers the shifts to about 0.03 and 0.07 eV and narrows the spreads to roughly 50 to 400 and 20 to 800, so only the sign and rough size of the effect are firm. The ratio for two particular tubes therefore depends on their lattice structure as well as on their diameters.

The coefficient of the gap law matters too. Values of 0.7, 0.9 and 1.1 eV nm give \(R=91\), 331 and 1202. Electron-electron interaction, absent here, enlarges the transport gap by an amount that depends on the surroundings.

## Reflection and tunnelling

Near the band edge the tube's wave has two components, obeying

\[
\psi'=A\psi,\qquad
A=\frac{i}{\hbar v}\begin{pmatrix}0&E+\Delta\\E-\Delta&0\end{pmatrix},\qquad
A^2=\kappa^2,\quad \kappa=\frac{\sqrt{\Delta^2-E^2}}{\hbar v}.
\]

Energy is now measured from midgap, with flat bands. Across a length \(L\) the wave is multiplied by \(M=\cosh\kappa L+(A/\kappa)\sinh\kappa L\), whose determinant is 1. Model the contacts as abrupt, gapless leads with the same \(v\). There \((1,1)\) moves forward and \((1,-1)\) backward. With reflected amplitude \(\rho\) and transmitted amplitude \(t\), matching requires \((1+\rho,1-\rho)=M^{-1}(t,t)\). Adding the two components eliminates \(\rho\):

\[
2=t\,(M_{11}+M_{22}-M_{12}-M_{21})
=2t\left(\cosh\kappa L-\frac{iE}{\hbar v\kappa}\sinh\kappa L\right).
\]

Taking the squared modulus and using \(\cosh^2=1+\sinh^2\),

\[
|t|^2=\left[1+\frac{\Delta^2\sinh^2\kappa L}{\Delta^2-E^2}\right]^{-1}.
\]

Above the barrier \(\kappa\) is imaginary, and the fraction becomes \(b\sin^2\theta\), with \(b=\Delta^2/(E^2-\Delta^2)\) and \(\theta=|\kappa|L\). The average of \(1/(1+b\sin^2\theta)\) over \(\theta\) is \(1/\sqrt{1+b}\), as the substitution \(u=\tan\theta\) shows. The mean transmission is thus \(\sqrt{1-\Delta^2/E^2}\). Its thermal average is 0.356 for the wide tube and 0.299 for the narrow one, which raises \(R\) to 200. Close to the edge, at \(E=\Delta+\varepsilon\), the transmission is about \(\sqrt{2\varepsilon/\Delta}\), so the higher barrier reflects more.

Inside the gap the same formula describes direct tunnelling. At midgap it gives \(|t|^2\approx4e^{-2\Delta L/\hbar v}\) for a long channel. Equating this exponent with \(\Delta/kT\) gives a rough crossover length \(\hbar v/(2kT)=11.5\) nm, independent of diameter. With the prefactors included, and with full transmission above the barrier as the reference here and in the comparisons below, the two small-bias currents are equal at 12.6 nm (wide) and 12.2 nm (narrow). Reflection above the barrier moves these lengths to 13.9 and 13.1 nm. At small bias, tunnelling is below \(10^{-5}\) of the thermionic conductance at 100 nm and below 1% at 20 nm. At 10 nm it exceeds it by factors of 9 (wide) and 17 (narrow), and the thermionic estimate has failed.

## Fields at the contact

A field \(F\) at the contact thins the barrier. An electron at depth \(\varepsilon\) below its top tunnels with approximate probability \(e^{-S}\). Let \(u\) be its energy measured from the local midgap, so that \(du=eF\,dx\). Then

\[
S=2\int\kappa\,dx=\frac{2}{\hbar v\,eF}\int_{\Delta-\varepsilon}^{\Delta}\sqrt{\Delta^2-u^2}\,du .
\]

For small \(\varepsilon\) the integrand is about \(\sqrt{2\Delta(\Delta-u)}\), so \(S\propto\sqrt\Delta\,\varepsilon^{3/2}/F\), and the narrow tube is the more opaque. The bias alone, spread over 100 nm, gives 0.01 MV/cm and \(R\approx175\). A gate can produce more: at 0.1 MV/cm the injected currents grow by factors of 5.4 and 3.9, and \(R\) becomes 229; at 0.3 MV/cm it is 380. The rise does not continue. In stronger fields the current comes from tunnelling near the Fermi level, where \(\varepsilon=\Delta\) and \(S=\pi\Delta^2/(2\hbar v\,eF)\) shrinks as \(1/F\). The ratio of injected currents falls to about 90 at 0.5 MV/cm, 13 at 1 MV/cm and a few at 2 MV/cm. These figures assume that the band continues to fall far enough, and they omit reflection near the top, so they are rough. With the abrupt, gapless contacts of the previous section, the wave equation gives \(R\approx310\) at 0.1 MV/cm if the band falls by at least about 0.2 eV, and about 295 if it falls by only 0.1 eV, the band being flat over the rest of the 100 nm channel.

The image force of a planar metal adds \(-e^2/(16\pi\epsilon x)\) to the potential energy \(-eFx\), where \(\epsilon\) is the permittivity. The sum is highest where the two terms are equal, and the barrier drops by \(\sqrt{e^3F/(4\pi\epsilon)}\). At 0.1 MV/cm and relative permittivity 3.9 this is 0.061 eV. The current over the barrier rises about tenfold in each tube. The lowering contains no diameter, so it cancels in the ratio of these currents. Tunnelling through the rounded barrier does depend on diameter: with it included and reflection still omitted, \(R\) is about 200 at this field, against 229 without the image force.

## Real devices

The diameters and the 100 nm channel are realistic for nanotube transistors. Midgap alignment is the assumption most open to doubt: pinning by interface dipoles is expected to be weak in a one-dimensional channel, and a high-work-function metal such as palladium can bring the Fermi level near the valence band. A displacement of 0.1 eV in the wide tube alone would multiply \(R\) by 24. Scattering has a milder effect. In a channel so long that even the stretch over which the potential first falls by \(kT\) far exceeds the mean free path \(\lambda\), transmission is proportional to \(\lambda\), and is about \(\lambda/L\) when \(eV\ll kT\); if \(\lambda\propto d\) at all energies, the ratio gains a factor 1.5 and becomes 253. If \(\lambda\) also varies as \(v_k^2\), slow carriers near the band edge are scattered more, especially in the narrow tube, and the ratio is about 350. For contacts that really are at midgap, the uncertain gap coefficient alone leaves an estimate between about \(10^2\) and \(10^3\) in the ideal model. Curvature and fields at the contacts can carry a particular pair of tubes outside this range. In particular, a gate that produces a contact field near 1 MV/cm makes tunnelling dominant and lowers the ratio to about 10, so the thermionic estimate applies only to weak contact fields. The numerical output below lists many of the separate cases.

## Calculated quantities

```
bond length 0.142 nm, hopping 2.8 eV
temperature 300 K, kT = 0.02585 eV
bias 0.1 V, channel 100 nm
gap coefficient 2*a*g = 0.7952 eV nm
hbar*v = 0.5964 eV nm
prefactor 4e*kT/h = 4.006 uA
bias factor 1-exp(-eV/kT) = 0.9791
d=1.5 nm: gap 0.5301 eV, barrier 0.2651 eV
  barrier/kT 10.253, exp(-barrier/kT) 3.524e-05
  one-contact electron current 141.2 pA
  total current at bias 276.5 pA
d=1.0 nm: gap 0.7952 eV, barrier 0.3976 eV
  barrier/kT 15.380, exp(-barrier/kT) 2.092e-07
  one-contact electron current 0.8382 pA
  total current at bias 1.641 pA
barrier difference 0.1325 eV = 5.127 kT
RATIO from formula 168.4
RATIO from two-contact quadrature 168.4
wrong ratio with full gap as barrier 2.84e+04
ratio with 0.1 eV common offset 168.3
  offset raises wide-tube current x23.9
(13,0): d 1.0178 nm, gap 0.7623 eV, gap*d 0.7759 eV nm
(14,0): d 1.0960 nm, gap 0.7405 eV, gap*d 0.8116 eV nm
(19,0): d 1.4875 nm, gap 0.5258 eV, gap*d 0.7821 eV nm
(20,0): d 1.5658 nm, gap 0.5153 eV, gap*d 0.8069 eV nm
(19,0)/(13,0) ratio: atomistic 97.0, gap law 118.2
lattice spread of ratio at 1.0, 1.5 nm: 100 to 274
second/first subband edge (19,0): 2.094
second subband share (19,0): 1.5e-05
ratio for gap coefficient 0.7 eV nm: 91
ratio for gap coefficient 0.9 eV nm: 331
ratio for gap coefficient 1.1 eV nm: 1202
ratio if narrow tube is 1.05 nm: 81.0
ratio at 250 K: 469.6
ratio at 350 K: 81.0
ratio at 400 K: 46.8
abrupt contacts: current x0.356 (1.5 nm), x0.299 (1.0 nm)
  ratio becomes 200
tunnelling crossover length hbar*v/(2kT) = 11.5 nm
tunnel/thermionic at 100 nm: 4.80e-06 (1.5 nm), 1.42e-06 (1.0 nm)
tunnel/thermionic at 20 nm: 6.12e-03 (1.5 nm), 1.15e-03 (1.0 nm)
tunnel/thermionic at 10 nm: 9.04e+00 (1.5 nm), 1.71e+01 (1.0 nm)
field 0.01 MV/cm: x1.309 (1.5 nm), x1.262 (1.0 nm), ratio 175
field 0.1 MV/cm: x5.361 (1.5 nm), x3.935 (1.0 nm), ratio 229
field 0.3 MV/cm: x231.671 (1.5 nm), x102.822 (1.0 nm), ratio 380
image lowering, 0.1 MV/cm, permittivity 3.9: 0.0608 eV
  raises both currents x10.5
diffusive limit, free path ~ d: ratio 253
```
